# How thermal expansion alone shifts the indirect gap of silicon

**Question**

A silicon wafer of the kind used for near-infrared detectors is free to expand and is under zero applied pressure. It is warmed from 300 K to 350 K. Its indirect gap $E_g$ is the energy from the top of the valence band to the lowest conduction valleys. Treat $E_g$ as a function of volume $V$ and temperature $T$, and count pressure $P$ as positive in compression.

Rough typical values near room temperature are:

- linear expansion coefficient $\alpha = 2.6\times10^{-6}\ \mathrm{K^{-1}}$;
- isothermal bulk modulus $B = 98$ GPa;
- pressure coefficient of the gap at fixed temperature $(\partial E_g/\partial P)_T = -14$ meV/GPa.

**(a) Derive the part of $dE_g/dT$ at constant pressure that is due to thermal expansion alone, in terms of these three quantities.**

*Answer.* At constant pressure the volume itself depends on temperature. The chain rule gives

$$\left(\frac{\partial E_g}{\partial T}\right)_P=\left(\frac{\partial E_g}{\partial T}\right)_V+\left(\frac{\partial E_g}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .$$

The first term is what heating does in a rigid box. The second is the expansion part, and it has two factors.

For the thermal factor, a cubic crystal expands equally along its three axes, so $V\propto L^3$, where $L$ is an edge length and $\alpha=(1/L)(\partial L/\partial T)_P$. Hence

$$\frac1V\left(\frac{\partial V}{\partial T}\right)_P=\frac{3L^2}{L^3}\left(\frac{\partial L}{\partial T}\right)_P=3\alpha .$$

For the electronic factor, the bulk modulus is $B=-V(\partial P/\partial V)_T$, so $(\partial V/\partial P)_T=-V/B$. At fixed temperature, pressure changes the gap through the volume:

$$\left(\frac{\partial E_g}{\partial P}\right)_T=\left(\frac{\partial E_g}{\partial V}\right)_T\left(\frac{\partial V}{\partial P}\right)_T=-\frac VB\left(\frac{\partial E_g}{\partial V}\right)_T .$$

Solving for the volume derivative,

$$\left(\frac{\partial E_g}{\partial V}\right)_T=-\frac BV\left(\frac{\partial E_g}{\partial P}\right)_T .$$

Multiplying this by $(\partial V/\partial T)_P=3\alpha V$ cancels $V$:

$$\boxed{\left(\frac{dE_g}{dT}\right)_{\rm exp}=-3\alpha B\left(\frac{\partial E_g}{\partial P}\right)_T}$$

The minus sign comes from the definition of $B$: expansion acts on the volume as a negative pressure does.

The identity was tested on a model solid with $v=V/V_0$, $V_0=0.02\ \mathrm{nm^3}$ per atom, and

$$P=\frac{98\ \mathrm{GPa}}{4}\,(v^{-4}-1)+\frac{\gamma U}{vV_0},\qquad U=3k\theta\left(\tfrac12+n\right).$$

Here $k$ is Boltzmann's constant, $\theta=(550\ \mathrm K)\,v^{-\gamma}$ is the vibrational temperature and $n=1/(e^{\theta/T}-1)$. The model gap, in eV, is $1.2+1.4\ln v+2(\ln v)^2-0.05(1+2n)$. The volume at zero pressure was found numerically. At 300 K with $\gamma=0.45$, the total slope minus the fixed-volume slope is 0.010181 meV/K, and the boxed product gives the same figure. With $\gamma=-0.30$ the model solid contracts on heating, and both routes give $-0.006740$ meV/K.

**(b) Show that for silicon near 300 K this contribution raises the gap by roughly 0.01 meV per kelvin.**

*Answer.* The volume expansion coefficient is $3\alpha=7.80\times10^{-6}\ \mathrm{K^{-1}}$. The equivalent pressure per kelvin is

$$-3\alpha B=-(7.80\times10^{-6}\ \mathrm{K^{-1}})(98\ \mathrm{GPa})=-7.644\times10^{-4}\ \mathrm{GPa/K}.$$

Multiplying by the pressure coefficient gives

$$(-7.644\times10^{-4}\ \mathrm{GPa/K})(-14\ \mathrm{meV/GPa})=+0.0107\ \mathrm{meV/K}.$$

The result is positive because squeezing this crystal lowers its indirect gap, so letting it expand raises the gap. If the pressure coefficient were positive, with $\alpha$ still positive, expansion would lower the gap.

**(c) Find the equivalent pressure and the expansion-only gap shift for the 50 K rise. Is the linear treatment adequate? Convert the shift to a change in gap wavelength, taking $E_g=1.1250$ eV at 300 K.**

*Answer.* With constant coefficients, the equivalent pressure is

$$P_{\rm eff}=(-7.644\times10^{-4}\ \mathrm{GPa/K})(50\ \mathrm K)=-0.0382\ \mathrm{GPa}.$$

This is the pressure that would produce the same volume change at the starting temperature. It is not a stress in the wafer, which expands freely.

To judge the linearity, let $x=\Delta V/V=(1+\alpha\Delta T)^3-1=3.90\times10^{-4}$. Take the Murnaghan equation of state with a typical pressure derivative of the bulk modulus, 4. Expanding it to second order,

$$P=\frac B4\left[(1+x)^{-4}-1\right]\simeq\frac B4\left(-4x+10x^2\right)=-Bx\left(1-\tfrac52x\right).$$

The correction is $\tfrac52x\simeq0.001$ of the linear value. The full expression gives $-0.03819$ GPa against $-0.03822$ GPa, so elastic nonlinearity is negligible here.

The gap shift is

$$\Delta E_g=(-0.0382\ \mathrm{GPa})(-14\ \mathrm{meV/GPa})=+0.535\ \mathrm{meV}.$$

The gap wavelength is $\lambda_g=hc/E_g=1102.1$ nm. Since $\lambda_g$ is inversely proportional to $E_g$, a small shift obeys

$$\Delta\lambda_g\simeq-\lambda_g\frac{\Delta E_g}{E_g}=-(1102.1\ \mathrm{nm})\frac{0.535\times10^{-3}\ \mathrm{eV}}{1.1250\ \mathrm{eV}}=-0.52\ \mathrm{nm}.$$

Expansion alone would therefore move the gap wavelength slightly to the blue. This wavelength is a conversion of the gap, not the absorption threshold itself, because absorption across an indirect gap also involves a phonon.

**(d) The total gap at zero pressure is roughly described by the Varshni form $E_g(T)=E_0-aT^2/(T+b)$, with $E_0=1.170$ eV, $a=0.47$ meV/K and $b=640$ K. Find the total slope at 300 K and the part that remains at fixed volume.**

*Answer.* The quotient rule gives

$$\frac{dE_g}{dT}=-a\,\frac{2T(T+b)-T^2}{(T+b)^2}=-a\,\frac{T(T+2b)}{(T+b)^2}.$$

At 300 K,

$$\frac{dE_g}{dT}=-(0.47\ \mathrm{meV/K})\frac{300\times1580}{940^2}=-0.252\ \mathrm{meV/K}.$$

From the chain rule in (a), the fixed-volume part is the total minus the expansion part:

$$\left(\frac{\partial E_g}{\partial T}\right)_V=-0.2521-0.0107=-0.263\ \mathrm{meV/K}.$$

In undoped silicon this part is attributed to the electron-phonon interaction: lattice vibrations shift the band energies even when the mean atomic spacing is held fixed. With these inputs it is about 25 times larger in magnitude than the expansion part, so the gap falls on heating although expansion pushes it up.

Over the full 50 K, the Varshni form gives a gap change of $-13.2$ meV and a gap wavelength change of $+13.0$ nm. A detector designer who kept only expansion would get both the sign and the size of the thermal shift wrong.

**(e) Estimate how the expansion contribution changes if:**

1. **$\alpha$ grows by about $7\times10^{-9}\ \mathrm{K^{-1}}$ per kelvin above 300 K;**
2. **the pressure coefficient changes by 1 meV/GPa;**
3. **the wafer is near 80 K, where $\alpha$ is about $-0.5\times10^{-6}\ \mathrm{K^{-1}}$.**

**Estimate also the expansion shift of a 58 meV phonon that takes part in absorption.**

*Answer.* In each case the other parameters keep their values from the start of the question.

1. Write $\alpha'$ for the given rate of growth. The accumulated linear expansion is

$$\int_0^{\Delta T}(\alpha+\alpha't)\,dt=\alpha\Delta T+\tfrac12\alpha'(\Delta T)^2=1.30\times10^{-4}+0.0875\times10^{-4}.$$

The shift rises in the same proportion, from 0.535 to 0.571 meV, or about 7%.

2. The slope changes by $3\alpha B\times1\ \mathrm{meV/GPa}=0.00076$ meV/K, also about 7%. These two estimates justify quoting "roughly 0.01" and not three digits.

3. The slope becomes $-3(-0.5\times10^{-6})(98)(-14)=-0.0021$ meV/K. The sign reverses because silicon contracts on warming in this range. The statement in (b) thus belongs to temperatures at which $\alpha>0$.

For the phonon, let its energy vary as $\hbar\omega\propto V^{-\gamma_m}$, where $\gamma_m$ is the mode's Grüneisen parameter. Then expansion contributes $d(\hbar\omega)/dT=-3\alpha\gamma_m\hbar\omega$. For $|\gamma_m|\simeq1$ its size is $(7.80\times10^{-6}\ \mathrm{K^{-1}})(58\ \mathrm{meV})=0.00045$ meV/K, about 4% of the expansion part of the gap slope, 0.0107 meV/K. Leaving exciton binding aside, the threshold is $E_g+\hbar\omega$ when a phonon is emitted and $E_g-\hbar\omega$ when one is absorbed, so this correction enters the two thresholds with opposite signs.

**(f) A (001) silicon film, unstrained at 300 K, is held at fixed in-plane dimensions while it is warmed. Its upper surface is free. Find the strain contribution to the gap slope. Use $C_{11}=166$ GPa, $C_{12}=64$ GPa, valley shear potential $\Xi_u=9.0$ eV, valence shear potential $b_v=-2.2$ eV and spin-orbit splitting 44 meV, all rough values.**

*Answer.* Let $z$ be the film normal and let strains be per kelvin of warming. Clamping sets $\varepsilon_{xx}=\varepsilon_{yy}=0$. Stress arises from the strain in excess of free expansion, and the free surface requires

$$\sigma_{zz}=C_{11}(\varepsilon_{zz}-\alpha)-2C_{12}\alpha=0.$$

Therefore

$$\varepsilon_{zz}=\alpha\left(1+\frac{2C_{12}}{C_{11}}\right)=1.771\,\alpha=4.60\times10^{-6}\ \mathrm{K^{-1}}.$$

Three effects follow.

*Volume.* The gap change per unit volume strain is $D=V(\partial E_g/\partial V)_T=-B(\partial E_g/\partial P)_T=1.372$ eV. The volume strain is now $\varepsilon_{zz}$ instead of $3\alpha$, so the contribution is $D\varepsilon_{zz}=+0.0063$ meV/K.

*Conduction valleys.* Relative to the mean, a valley along axis $i$ shifts by $\Xi_u(\varepsilon_{ii}-\varepsilon_{zz}/3)$. The four in-plane valleys have $\varepsilon_{ii}=0$ and are lowest. They contribute $-\Xi_u\varepsilon_{zz}/3=-0.0138$ meV/K.

*Valence top.* The three $p$-like orbitals shift by $3b_v(\varepsilon_{ii}-\varepsilon_{zz}/3)$, which is $-b_v\varepsilon_{zz}$ for $X$ and $Y$, and $2b_v\varepsilon_{zz}$ for $Z$. Of the states with total angular momentum $3/2$, those with $m=\pm3/2$ contain $X$ and $Y$ alone, so they shift by $-b_v\varepsilon_{zz}=+|b_v|\varepsilon_{zz}$. Those with $m=\pm1/2$ have weight $2/3$ on $Z$ and, to first order, shift by $\tfrac23(2b_v\varepsilon_{zz})+\tfrac13(-b_v\varepsilon_{zz})=b_v\varepsilon_{zz}$, which is downward. The valence top therefore rises, and the gap changes by $-|b_v|\varepsilon_{zz}=-0.0101$ meV/K.

The sum is

$$0.0063-0.0138-0.0101=-0.0176\ \mathrm{meV/K}.$$

Diagonalizing the six valence states for the strain of a 1 K rise also gives $-0.0176$ meV/K. The spin-orbit splitting drops out here, because the $m=\pm3/2$ states do not mix with the others under this strain; it matters only when the $m=\pm1/2$ states are on top.

For the smallest gap, on warming, clamping thus reverses the sign, because unequal strain splits levels that were degenerate, and the gap is measured between the innermost ones. This slope describes the smallest gap, not an average over the split levels. After 50 K the splittings are only about 2 meV for the valleys and 1 meV for the valence top, far below the thermal energy of about 30 meV, so carriers still occupy all these levels. In a thermal average the shear shifts then cancel to first order: the six valleys give $2\times\tfrac23-4\times\tfrac13=0$, and cubic symmetry does the same for the valence states. The averaged gap, which sets for example the intrinsic carrier density, keeps only the volume term, about $+0.006$ meV/K, and its sign is not reversed. If the film is already under in-plane compression at 300 K, its levels start out split in the same order, and this linear model gives the same slope. If it is under slight in-plane tension, the order is reversed: the two $z$ valleys and the $m=\pm1/2$ states are innermost, and the slope is $(D+\tfrac23\Xi_u+|b_v|)\varepsilon_{zz}=+0.044$ meV/K to first order. This is also the case of the clamped film cooled below 300 K, so its smallest gap has a kink at 300 K and $-0.0176$ meV/K is the slope on the warming side only.

For real devices, the gap of about 1.1 eV and the total slope of about $-0.25$ meV/K used here are typical of silicon at room temperature, although other published fits give slopes from about $-0.24$ to $-0.27$ meV/K, a spread larger than the expansion term. A thin silicon layer on a thick silicon wafer expands nearly with the wafer, so the free result is the appropriate estimate. A layer bonded to a thick support that expands much less breaks the free-expansion assumption. Complete clamping is the limit of a support that does not expand at all, and on warming it moves the strain contribution to the smallest gap from $+0.0107$ to $-0.0176$ meV/K. It is not a bound for supports that expand more than silicon: these stretch the film in its plane and need their own calculation. If the fixed-volume part is unchanged, the total slope of the smallest gap goes from $-0.252$ to about $-0.280$ meV/K. While the splittings stay far below the thermal energy, the thermally averaged gap changes much less, to about $-0.257$ meV/K.

## Values computed for the example and the checks

```
MODEL SOLID, TEST OF THE IDENTITY AT 300 K
positive expansion, direct slope: 0.010181 meV/K
positive expansion, formula slope: 0.010181 meV/K
positive expansion, total slope: -0.1286 meV/K
negative expansion, direct slope: -0.006740 meV/K
negative expansion, formula slope: -0.006740 meV/K
SILICON, ROUGH INPUTS
linear expansion coefficient: 2.60e-06 1/K
bulk modulus: 98.0 GPa
gap pressure coefficient: -14.0 meV/GPa
start temperature: 300 K
end temperature: 350 K
Varshni zero-temperature gap: 1.170 eV
Varshni slope parameter: 0.47 meV/K
Varshni temperature parameter: 640 K
FREE WAFER
volume expansion coefficient: 7.80e-06 1/K
effective pressure per kelvin: -7.644e-04 GPa/K
expansion-only gap slope: 0.0107 meV/K
fractional volume change: 3.901e-04
effective pressure, linear: -0.03822 GPa
effective pressure, nonlinear: -0.03819 GPa
expansion-only gap shift: 0.535 meV
gap at start: 1.1250 eV
gap wavelength at start: 1102.1 nm
expansion-only wavelength shift: -0.52 nm
total gap slope at start: -0.2521 meV/K
fixed-volume remainder at start: -0.2628 meV/K
total gap shift: -13.16 meV
total wavelength shift: 13.04 nm
NEGLECTED EFFECTS, ROUGH INPUTS AND SIZES
temperature slope of alpha: 7.0e-09 1/K^2
expansion shift with varying alpha: 0.571 meV
alpha near 80 K: -5.0e-07 1/K
expansion slope near 80 K: -0.0021 meV/K
slope change per 1 meV/GPa: 0.00076 meV/K
phonon energy: 58 meV
mode Gruneisen magnitude: 1.0
phonon threshold slope size: 0.00045 meV/K
CLAMPED (001) FILM, ROUGH INPUTS AND STRAIN EFFECT
elastic constants C11, C12: 166, 64 GPa
valley shear potential: 9.0 eV
valence shear potential: -2.2 eV
spin-orbit splitting: 44 meV
hydrostatic gap potential: 1.372 eV
normal strain divided by alpha*dT: 1.771
hydrostatic part of slope: 0.0063 meV/K
valley splitting part of slope: -0.0138 meV/K
valence splitting part of slope: -0.0101 meV/K
clamped-film slope, formula: -0.0176 meV/K
clamped-film slope, diagonalized: -0.0176 meV/K
```
